# Neutral radius of conducting spheres with resistive interfaces: verification in Python

```python
"""
Conducting spheres with a resistive interface in a less conductive host.
Result under test: the composite keeps the host conductivity when
    radius = rho * sigma_p * sigma_m / (sigma_p - sigma_m),
sigma_p, sigma_m: sphere and host conductivity; rho: interface resistance
times area. Contrast = sigma_p/sigma_m; biot = rho*sigma_m/radius.
Maxwell's formula uses beta, the dipole factor of one sphere.
The cell solver imposes the field equations and boundary conditions directly.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import eval_legendre, expit

HALF_HEIGHT = np.sqrt(np.pi) / 2  # tube radius is one


def dipole_factor(contrast, biot):
    core = contrast / (1 + biot * contrast)
    return (core - 1) / (core + 2)


def maxwell(filling, beta):
    return (1 + 2 * filling * beta) / (1 - filling * beta)


def cell_conductivity(filling, contrast, biot, terms=20):
    """Relative conductivity of a tube cell holding one central sphere."""
    radius = (1.5 * HALF_HEIGHT * filling) ** (1 / 3)
    nodes, weights = np.polynomial.legendre.leggauss(60)
    nodes, weights = (nodes + 1) / 2, weights / 2
    degree = np.arange(1, 2 * terms, 2)[None, :]
    corner = np.hypot(1, HALF_HEIGHT)

    def harmonics(z, rho, scale, growing):
        r = np.hypot(z, rho)[:, None]
        u, s = z[:, None] / r, rho[:, None] / r
        p = eval_legendre(degree, u)
        dp = degree * (eval_legendre(degree - 1, u) - u * p) / s**2
        if growing:
            f = (r / scale) ** degree
            df = degree * f / r
        else:
            f = (scale / r) ** (degree + 1)
            df = -(degree + 1) * f / r
        return (f * p, df * p * u + f * dp * s**2 / r,
                df * p * s - f * dp * u * s / r, df * p)

    def outside(z, rho):
        decay = harmonics(z, rho, radius, False)
        grow = harmonics(z, rho, corner, True)
        return [np.hstack(pair) for pair in zip(decay, grow)]

    zs, rs = radius * nodes, radius * np.sqrt(1 - nodes**2)
    inner = harmonics(zs, rs, radius, True)
    outer = outside(zs, rs)
    top = outside(np.full_like(nodes, HALF_HEIGHT), np.sqrt(nodes))
    side = outside(HALF_HEIGHT * nodes, np.ones_like(nodes))
    empty = np.zeros((len(nodes), terms))
    jump = np.hstack([-inner[0] - biot * radius * contrast * inner[3],
                      outer[0]])
    flux = radius * np.hstack([-contrast * inner[3], outer[3]])
    matrix = np.vstack([jump, flux, np.hstack([empty, top[0]]),
                        np.hstack([empty, side[2]])])
    target = np.zeros(4 * len(nodes))
    target[2 * len(nodes):3 * len(nodes)] = HALF_HEIGHT
    coefficients = np.linalg.lstsq(matrix, target, rcond=None)[0]
    return float(weights @ (top[1] @ coefficients[terms:]))


def outer_dipole(radius, layer, s_core, s_layer, s_host, resistance):
    """Coefficient D of cos(theta)/r^2 for unit far potential r*cos(theta)."""
    b = radius + layer
    matrix = np.array([
        [-radius - resistance * s_core, radius, radius**-2, 0],
        [-s_core, s_layer, -2 * s_layer * radius**-3, 0],
        [0, b, b**-2, -b**-2],
        [0, s_layer, -2 * s_layer * b**-3, 2 * s_host * b**-3]])
    return np.linalg.solve(matrix, [0, 0, b, s_host])[3]


# Single sphere: direct boundary solution against the dipole factor.
for contrast, biot in [(10, 0.0), (10, 0.4), (10, 3.0), (3, 1.0)]:
    direct = outer_dipole(1.0, 0.5, contrast, 1.0, 1.0, biot)
    assert abs(direct + dipole_factor(contrast, biot)) < 1e-10

# Dilute cell: slope with filling; the tolerance covers image interactions.
for biot in (0.0, 0.5, 2.0):
    slope = (cell_conductivity(0.001, 10, biot) - 1) / 0.003
    assert abs(slope / dipole_factor(10, biot) - 1) < 0.01

# Crowded cell: locate the neutral interface without the derived formula.
filling = 0.25
neutral_biot = {}
for contrast in (3, 10):
    neutral_biot[contrast] = brentq(
        lambda x: cell_conductivity(filling, contrast, x) - 1, 0.2, 3)
    assert abs(neutral_biot[contrast] - (1 - 1 / contrast)) < 1e-6
assert abs(cell_conductivity(filling, 10, 0, 24)
           - cell_conductivity(filling, 10, 0, 16)) < 5e-3

# Worked example: S/cm, ohm cm2 and nm.
sigma_m, sigma_p, rho = 10.0, 100.0, 1e-7
temperature, hot = 300.0, 350.0
nm_per_cm = 1e7
length = rho * sigma_m * nm_per_cm
contrast = sigma_p / sigma_m
critical = length * contrast / (contrast - 1)
assert abs(length / neutral_biot[10] / critical - 1) < 1e-5
print(f"host conductivity: {sigma_m:.1f} S/cm")
print(f"sphere conductivity: {sigma_p:.1f} S/cm")
print(f"interface resistance: {rho:.1e} ohm cm2")
print(f"filling: {filling:.2f}")
print(f"length rho*sigma_m: {length:.2f} nm")
print(f"neutral radius, formula: {critical:.3f} nm")
print(f"neutral radius, cell: {length / neutral_biot[10]:.3f} nm")
print(f"neutral biot, contrast 3, cell: {neutral_biot[3]:.5f}")
print(f"neutral biot, contrast 10, cell: {neutral_biot[10]:.5f}")
for radius in (5.0, critical, 50.0):
    biot = length / radius
    core = sigma_p / (1 + biot * contrast)
    beta = dipole_factor(contrast, biot)
    formula = maxwell(filling, beta)
    cell = cell_conductivity(filling, contrast, biot)
    assert abs(formula - cell) < 0.05
    if radius < critical:
        assert cell < 1
    if radius > critical:
        assert cell > 1
    print(f"radius {radius:.2f} nm: sphere acts as {core:.3f} S/cm")
    print(f"  dipole factor: {beta + 0.0:.4f}")
    print(f"  composite, Maxwell: {sigma_m * formula:.3f} S/cm")
    print(f"  composite, tube cell: {sigma_m * cell:.3f} S/cm")
perfect = maxwell(filling, dipole_factor(contrast, 0))
perfect_cell = cell_conductivity(filling, contrast, 0)
assert abs(perfect - perfect_cell) < 0.05
print(f"no resistance, Maxwell: {sigma_m * perfect:.3f} S/cm")
print(f"no resistance, tube cell: {sigma_m * perfect_cell:.3f} S/cm")

# Equal numbers of spheres 20 percent smaller and larger than neutral.
radii = critical * np.array([0.8, 1.2])
mean_beta = np.average(dipole_factor(contrast, length / radii),
                       weights=radii**3)
print(f"20% radius spread: {sigma_m * maxwell(filling, mean_beta):.3f} S/cm")

# Carrier statistics with rough effective mass, mobility and permittivity.
q, hbar, kb = const.e, const.hbar, const.k
mass_ratio, permittivity = 0.30, 10.0
mobility_m, mobility_p = 10.0, 40.0
mass = mass_ratio * const.m_e
density_m = sigma_m / (q * mobility_m)
density_p = sigma_p / (q * mobility_p)
states = 2 * (mass * kb * temperature / (2 * np.pi * hbar**2)) ** 1.5 / 1e6


def carrier_density(eta):
    return states * 4 / np.sqrt(np.pi) * quad(
        lambda t: t**2 * expit(eta - t**2), 0, 8)[0]


def density_slope(eta):
    return states * 4 / np.sqrt(np.pi) * quad(
        lambda t: t**2 * expit(eta - t**2) * expit(t**2 - eta), 0, 8)[0]


eta_m = brentq(lambda x: carrier_density(x) / density_m - 1, -10, 15)
difference = (carrier_density(eta_m + 1e-3)
              - carrier_density(eta_m - 1e-3)) / 2e-3
assert abs(difference / density_slope(eta_m) - 1) < 1e-5
thermal = kb * temperature / q
screening = np.sqrt(permittivity * const.epsilon_0 * thermal
                    / (q * density_slope(eta_m) * 1e6)) * 1e9
kf_m = (3 * np.pi**2 * density_m * 1e6) ** (1 / 3)
kf_p = (3 * np.pi**2 * density_p * 1e6) ** (1 / 3)
path_m = hbar * kf_m * mobility_m * 1e-4 / q
path_p = hbar * kf_p * mobility_p * 1e-4 / q
shifted = brentq(lambda a: outer_dipole(
    a, screening, sigma_p, 1.1 * sigma_m, sigma_m, rho * nm_per_cm), 5, 15)
print(f"effective mass: {mass_ratio:.2f} electron masses")
print(f"relative permittivity: {permittivity:.1f}")
print(f"mobility, host: {mobility_m:.1f} cm2/Vs")
print(f"mobility, sphere: {mobility_p:.1f} cm2/Vs")
print(f"carrier density, host: {density_m:.2e} cm-3")
print(f"carrier density, sphere: {density_p:.2e} cm-3")
print(f"host Fermi level above band edge: {1e3 * eta_m * thermal:.1f} meV")
print(f"host screening length: {screening:.2f} nm")
print(f"neutral radius with 10% richer layer: {shifted:.2f} nm")
print(f"mean free path, sphere: {path_p * 1e9:.2f} nm")
print(f"Fermi wavenumber times path, host: {kf_m * path_m:.2f}")

# Barrier interface: energies in eV from the Fermi level, S/cm2.
barrier_width = 2.0
band_edge = -eta_m * thermal
prefactor = q**3 * mass / (2 * np.pi**2 * hbar**3) / 1e4


def interface_conductance(barrier, kelvin, tunnelling):
    kt = kb * kelvin / q
    total = kt * np.log1p(np.exp(-barrier / kt))
    if tunnelling:
        total += quad(lambda e: expit(-e / kt) * np.exp(
            -2 * barrier_width * 1e-9
            * np.sqrt(2 * mass * q * max(barrier - e, 0)) / hbar),
            band_edge, barrier)[0]
    return prefactor * total


# Count transverse channels directly to check the over-barrier conductance.
trial = 0.06
channels = quad(lambda x: mass * x * q / (2 * np.pi * hbar**2)
                * expit((trial + x) / thermal)
                * expit(-(trial + x) / thermal) / thermal, 0, 1)[0]
counted = 2 * q**2 / const.h * channels / 1e4
assert abs(counted / interface_conductance(trial, temperature, False) - 1) < 1e-6

print(f"barrier width: {barrier_width:.1f} nm")
for tunnelling, name in ((False, "no tunnelling"), (True, "tunnelling")):
    barrier = brentq(lambda x: rho * interface_conductance(
        x, temperature, tunnelling) - 1, 0, 1)
    rho_hot = 1 / interface_conductance(barrier, hot, tunnelling)
    critical_hot = critical * rho_hot / rho
    beta_hot = dipole_factor(contrast, length * rho_hot / rho / critical)
    assert rho_hot < rho and beta_hot > 0
    print(f"{name}: barrier {1e3 * barrier:.1f} meV")
    print(f"  interface at {hot:.0f} K: {rho_hot:.2e} ohm cm2")
    print(f"  neutral radius at {hot:.0f} K: {critical_hot:.2f} nm")
    print(f"  composite at {hot:.0f} K: "
          f"{sigma_m * maxwell(filling, beta_hot):.3f} S/cm")

charging = q / (8 * np.pi * const.epsilon_0 * permittivity
                * critical * 1e-9)
field = 100.0
drop = rho * sigma_m * field
print(f"charging energy: {1e3 * charging:.2f} meV")
print(f"thermal energy at {temperature:.0f} K: {1e3 * thermal:.2f} meV")
print(f"applied field: {field / 1e6:.1e} MV/cm")
print(f"interface drop at pole: {1e3 * drop:.3f} mV")
print("all tests passed")
```

Running it gives:

```
host conductivity: 10.0 S/cm
sphere conductivity: 100.0 S/cm
interface resistance: 1.0e-07 ohm cm2
filling: 0.25
length rho*sigma_m: 10.00 nm
neutral radius, formula: 11.111 nm
neutral radius, cell: 11.111 nm
neutral biot, contrast 3, cell: 0.66667
neutral biot, contrast 10, cell: 0.90000
radius 5.00 nm: sphere acts as 4.762 S/cm
  dipole factor: -0.2115
  composite, Maxwell: 8.493 S/cm
  composite, tube cell: 8.493 S/cm
radius 11.11 nm: sphere acts as 10.000 S/cm
  dipole factor: 0.0000
  composite, Maxwell: 10.000 S/cm
  composite, tube cell: 10.000 S/cm
radius 50.00 nm: sphere acts as 33.333 S/cm
  dipole factor: 0.4375
  composite, Maxwell: 13.684 S/cm
  composite, tube cell: 13.699 S/cm
no resistance, Maxwell: 16.923 S/cm
no resistance, tube cell: 17.023 S/cm
20% radius spread: 10.211 S/cm
effective mass: 0.30 electron masses
relative permittivity: 10.0
mobility, host: 10.0 cm2/Vs
mobility, sphere: 40.0 cm2/Vs
carrier density, host: 6.24e+18 cm-3
carrier density, sphere: 1.56e+19 cm-3
host Fermi level above band edge: 24.3 meV
host screening length: 1.86 nm
neutral radius with 10% richer layer: 10.36 nm
mean free path, sphere: 2.04 nm
Fermi wavenumber times path, host: 0.21
barrier width: 2.0 nm
no tunnelling: barrier 64.4 meV
  interface at 350 K: 6.11e-08 ohm cm2
  neutral radius at 350 K: 6.78 nm
  composite at 350 K: 11.189 S/cm
tunnelling: barrier 98.7 meV
  interface at 350 K: 7.05e-08 ohm cm2
  neutral radius at 350 K: 7.84 nm
  composite at 350 K: 10.828 S/cm
charging energy: 6.48 meV
thermal energy at 300 K: 25.85 meV
applied field: 1.0e-04 MV/cm
interface drop at pole: 0.100 mV
all tests passed
```
